# Intervalence excitation energy and electron-hopping barrier in weakly coupled tungsten-oxide sites

A transport calculation for a tungsten-oxide film with localized electrons needs a hopping barrier, and the available input may be an optical intervalence energy. The decision is whether to enter one quarter of that energy as the barrier, and which feature of the optical band to divide by four. The factor is four for identical sites with equal harmonic curvatures in the limit of vanishing electronic coupling. The energy to divide is the vertical gap at the relaxed geometry, which differs from the absorption peak.

## Model and conventions

One excess electron sits on site A or site B. The occupied tungsten is formally W$^{5+}$, the empty one W$^{6+}$. Let the vector $u$ collect all lattice displacements that respond to the electron. To leading order the electron exerts a constant force, $f_A$ or $f_B$, and leaves the stiffness matrix $K$ unchanged:

$$V_A(u)=\tfrac12u^TKu-f_A^Tu .$$

$K$ is symmetric and positive definite. Setting the gradient $Ku-f_A$ to zero gives the minimum $u_A=K^{-1}f_A$, and completing the square gives

$$V_A=\tfrac12(u-u_A)^TK(u-u_A)-\tfrac12f_A^TK^{-1}f_A .$$

The same holds for B. Because the sites are identical, the two constants are equal, and they are dropped. With $q=u-u_A$ and $D=u_B-u_A$,

$$E_A=\tfrac12q^TKq,\qquad E_B=\tfrac12(q-D)^TK(q-D).$$

The reorganization energy $\lambda$ is the energy released when the lattice relaxes on $E_B$ after the electron has jumped at the geometry of A:

$$\lambda=E_B(0)-E_B(D)=\tfrac12D^TKD .$$

It includes the relaxation of both sites. The electronic coupling $J>0$ is the magnitude of the off-diagonal matrix element between the two localized states, taken as independent of $q$.

## Vertical energy and barrier at vanishing coupling

The gap between the two states at fixed geometry is

$$G(q)=E_B-E_A=\tfrac12\left(q^TKq-2D^TKq+D^TKD\right)-\tfrac12q^TKq=\lambda-D^TKq .$$

The quadratic terms cancel because the curvatures are equal. At the minimum of A, $q=0$ and $G=\lambda$: the vertical energy equals the reorganization energy.

At the minimum of B, $G(D)=\lambda-2\lambda=-\lambda$. Every continuous path from A to B therefore passes through $G=0$, where $D^TKq=\lambda$. The Cauchy-Schwarz inequality, with $K$ as the metric, gives on that surface

$$\lambda^2=(D^TKq)^2\le(D^TKD)(q^TKq)=(2\lambda)(2E_A),$$

so $E_A\ge\lambda/4$. Equality requires $q=sD$, and $D^TK(sD)=2\lambda s=\lambda$ then fixes $s=1/2$. The straight path reaches this bound without exceeding it, since $\min[\lambda s^2,\lambda(1-s)^2]$ peaks at $s=1/2$. Hence

$$E_{\rm vert}=\lambda,\qquad E_b=\frac{\lambda}{4},\qquad \frac{E_{\rm vert}}{E_b}=4 .$$

Light moves the electron while the lattice stands still, so the new state carries the full distortion energy. A thermal hop needs only half the displacement, and a harmonic energy at half displacement is one quarter.

The proof allows coupled coordinates. A numerical minimization with three coordinates, one shared by both sites, used (in dimensionless units)

$$K=\begin{pmatrix}2&0.3&-0.4\\0.3&2&-0.4\\-0.4&-0.4&1.5\end{pmatrix},\quad f_A=\begin{pmatrix}1.1\\0.2\\0.5\end{pmatrix},\quad f_B=\begin{pmatrix}0.2\\1.1\\0.5\end{pmatrix},$$

and returned a ratio of 4.0000.

## Worked example: two breathing sites

Let $x_A$ and $x_B$ be the common changes of the six W-O bond lengths at each site, and let $d$ be the change caused by the electron. With site stiffness $k$,

$$E_A=\tfrac12k[(x_A-d)^2+x_B^2],\qquad E_B=\tfrac12k[x_A^2+(x_B-d)^2].$$

At $(x_A,x_B)=(d,0)$, $E_A=0$ and $E_B=\tfrac12k(d^2+d^2)$, so $\lambda=kd^2$. Each site contributes half.

Take a bond stiffness of 2000 eV/nm$^2$ and $d=0.010$ nm, both rough round values. Then $k=6\times2000=12000$ eV/nm$^2$ and

$$\lambda=12000\times(0.010)^2=1.20\ {\rm eV},$$

which corresponds to a wavelength of 1033 nm. The one-site relaxation energy is 0.60 eV. The states cross at $x_A=x_B$, and the lowest crossing, at $d/2$, costs $\tfrac12k(d^2/4+d^2/4)=kd^2/4=0.30$ eV. Numerical minimization gives the same two energies.

If the tungsten stays at rest and sharing of oxygen atoms between sites is neglected, six oxygen masses $m_O$ move against six bonds. Thus $\omega^2=6k_b/(6m_O)=k_b/m_O$, with $k_b$ the bond stiffness, and $\hbar\omega=0.0723$ eV.

## Finite electronic coupling

Write $q=sD+p$ with $D^TKp=0$. The cross terms vanish, leaving

$$E_A=\lambda s^2+\tfrac12p^TKp,\qquad E_B=\lambda(1-s)^2+\tfrac12p^TKp .$$

The displacement $p$ raises both states equally, so the minima and the saddle lie at $p=0$. Put $y=1-2s$. Then $G=\lambda y$, the average of the two energies is $\lambda(1+y^2)/4$, and the lower eigenvalue of the two-state matrix is

$$E_-(y)=\frac{\lambda(1+y^2)}4-\frac12\sqrt{\lambda^2y^2+4J^2}.$$

Its derivative is

$$\frac{dE_-}{dy}=\frac{\lambda y}{2}\left[1-\frac{\lambda}{\sqrt{\lambda^2y^2+4J^2}}\right].$$

For $J<\lambda/2$ the bracket vanishes at $y^2=1-4J^2/\lambda^2$, which gives two localized minima. There the square root, which is the gap between the two eigenvalues, equals $\lambda$. Within this model the vertical energy thus stays at $\lambda$ throughout the localized regime.

The energy at the minima is

$$\frac\lambda4\left(2-\frac{4J^2}{\lambda^2}\right)-\frac\lambda2=-\frac{J^2}{\lambda},$$

and at the top, $y=0$, it is $\lambda/4-J$. The difference is

$$E_b(J)=\frac\lambda4-J+\frac{J^2}\lambda=\frac{(\lambda-2J)^2}{4\lambda}.$$

To first order the barrier falls by the fraction $4J/\lambda$. With $\lambda=1.20$ eV held fixed:

| $J$ (eV) | Vertical (eV) | Barrier (eV) | Ratio |
|---|---|---|---|
| 0.01 | 1.200 | 0.290 | 4.14 |
| 0.05 | 1.200 | 0.252 | 4.76 |
| 0.10 | 1.200 | 0.208 | 5.76 |

At $J=0.10$ eV, entering 0.30 eV overestimates the barrier by 44% of its true model value. For $J\ge\lambda/2$ the square root is at least $\lambda$ everywhere, the single minimum is at $y=0$, and the electron is shared. The gap there is $2J$, and no hopping barrier exists.

These results are for an isolated pair. Let each breathing site have $z$ neighbours, with one orbital per site. To second order in $J$ the minimum is lowered by $zJ^2/\lambda$. At the saddle the $2(z-1)$ outer sites lie $\lambda/2$ above the two half-occupied ones and lower it by $2(z-1)J^2/\lambda$ beyond $-J$. The barrier becomes $\lambda/4-J-(z-2)J^2/\lambda$, which is the pair result for $z=1$ and 0.24 eV for a cubic net at $J=0.05$ eV. The threshold changes far more. Measured from the undistorted site level, the localized state lies near $-\lambda/2-zJ^2/\lambda$ and the extended state at $-zJ$. The extended state is therefore the lower one above about 0.18 eV for $z=4$ and 0.11 eV for $z=6$, well below $\lambda/2=0.6$ eV. On the same scale the two-site saddle lies near $-\lambda/4-J-2(z-1)J^2/\lambda$, so the extended state drops below the saddle even earlier, above about 0.13 eV for $z=4$ and 0.07 eV for $z=6$. Beyond these couplings the barrier formula for the net should not be used. On such a net the mean vertical energy also falls below $\lambda$, to about 1.18 eV at $J=0.05$ eV and 1.09 eV at $J=0.10$ eV for $z=6$.

## Unequal sites and unequal stiffness

Disorder can raise the final site by $\Delta$. At $J\to0$ the gap becomes $\lambda+\Delta-2\lambda s$ and vanishes at $s=(\lambda+\Delta)/(2\lambda)$. For $|\Delta|<\lambda$,

$$E_{\rm vert}=\lambda+\Delta,\qquad E_b=\lambda s^2=\frac{(\lambda+\Delta)^2}{4\lambda}.$$

With $\Delta=0.10$ eV these are 1.30 eV and 0.352 eV, a ratio of 3.69. The reverse barrier is lower by $\Delta$, as detailed balance requires.

The stiffness may also depend on charge. Let it be $k_o$ for an occupied site and $k_e$ for an empty one. The vertical energy is then $\tfrac12(k_o+k_e)d^2$, still equal to the energy released on relaxation. The crossing condition $E_A=E_B$ factorizes as

$$(x_A-x_B)\left[\tfrac12(k_o-k_e)(x_A+x_B)-k_od\right]=0 .$$

On the branch $x_A=x_B=x$, minimizing $\tfrac12k_o(x-d)^2+\tfrac12k_ex^2$ gives $x=k_od/(k_o+k_e)$ and

$$E_b=\frac{k_ok_e}{2(k_o+k_e)}d^2 .$$

On the other branch, $(x_A-d)+x_B=c$ with $c=d(k_o+k_e)/(k_o-k_e)$. The same minimization gives the same expression with $c^2$ in place of $d^2$. Since $|c|>d$, the first branch is lower, and

$$\frac{E_{\rm vert}}{E_b}=\frac{(k_o+k_e)^2}{k_ok_e}=4+\frac{(k_o-k_e)^2}{k_ok_e}.$$

The deviation is of second order in the stiffness difference. For $k_o/k_e=0.80$ the ratio is 4.05, a smaller deviation from four than in any row of the coupling table.

## Extracting the vertical energy from a spectrum

Let $H$ be the full electron-vibration Hamiltonian, and let $\sigma_z$ be $+1$ on A and $-1$ on B. The dipole along the pair axis is proportional to $\sigma_z$, which commutes with everything in $H$ except the coupling $J\sigma_x$. Taking the matrix element of the commutator between eigenstates $i$ and $f$, with $E=E_f-E_i$,

$$E\langle f|\sigma_z|i\rangle=\langle f|[H,\sigma_z]|i\rangle=-2iJ\langle f|\sigma_y|i\rangle .$$

To leading order in $J$, $\sigma_y$ connects a vibrational state $\chi_i$ on A to a state $\chi_f$ on B, with squared magnitude $|\langle\chi_f|\chi_i\rangle|^2$. The absorption coefficient $\alpha$ is proportional to $E|\langle f|\sigma_z|i\rangle|^2$ if the refractive index is constant across the band and $E\gg k_BT$. Therefore

$$E\,\alpha(E)\propto F(E)=\sum_{i,f}p_i|\langle\chi_f|\chi_i\rangle|^2\,\delta(E-E_f+E_i),$$

where $p_i$ are thermal populations on A. Let $H_A$ and $H_B$ be the vibrational Hamiltonians. They share the kinetic energy, so $H_B-H_A=G$. Completeness of the final states gives the mean

$$\sum_ip_i\langle\chi_i|H_B-E_i|\chi_i\rangle=\langle G\rangle=\lambda,$$

because $\langle q\rangle=0$ on A. Since $(H_B-E_i)|\chi_i\rangle=G|\chi_i\rangle$, the second moment is $\langle G^2\rangle$. The variance is then $4\lambda^2\langle s^2\rangle$. For one frequency, half of the oscillator's mean energy is potential:

$$\lambda\langle s^2\rangle=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_BT},\qquad \sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.$$

At high temperature $\sigma^2\to2\lambda k_BT$. Diagonalizing the full Hamiltonian at 300 K with $J=0.01$ eV gives a mean of 1.200 eV and a standard deviation of 0.313 eV, in agreement with both formulas.

The peak of $\alpha$ lies lower because $\alpha\propto F(E)/E$. For a Gaussian $F$, setting the logarithmic derivative to zero gives

$$-\frac{E-\lambda}{\sigma^2}-\frac1E=0,\qquad E(\lambda-E)=\sigma^2,$$

hence a peak near 1.11 eV. The computed spectrum, with its lines smoothed by a Gaussian of standard deviation 0.051 eV, peaks at 1.08 eV, which is 0.12 eV below $\lambda$. The Gaussian estimate does not account for the further 0.03 eV. One quarter of the peak energy would give 0.27 eV, 10% below the barrier of 0.30 eV. The mean of the band weighted by $E\,\alpha(E)$ avoids this shift, provided that the background has been removed and the whole band measured. The mean equals $\lambda$ only for identical sites. With disorder it is $\lambda+\langle\Delta\rangle$, and carriers in thermal equilibrium favour low sites. For few carriers and uncorrelated Gaussian site energies of standard deviation $\sigma_E$, $\langle\Delta\rangle=\sigma_E^2/k_BT$, which is 0.10 eV for $\sigma_E=0.05$ eV at 300 K. Filling of the low sites reduces this shift: for non-interacting carriers with Fermi occupation it is about 0.09 eV when 1% of the sites are occupied and 0.07 eV at 10%.

## From barrier to rate and mobility

Fermi's golden rule uses the same function $F$, taken at zero energy: the hopping rate to one neighbour is $(2\pi/\hbar)J^2F(0)$. For classical nuclei, $F$ is the thermal distribution of $G$. The Boltzmann weight $\exp(-\lambda s^2/k_BT)$ gives $s$ a variance of $k_BT/(2\lambda)$, so $G=\lambda-2\lambda s$ is Gaussian with mean $\lambda$ and variance $2\lambda k_BT$. Evaluating it at zero gives

$$w=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}}\exp\left(-\frac{\lambda}{4k_BT}\right).$$

At 300 K, $k_BT=0.02585$ eV and the prefactor is $1.53\times10^{12}$ s$^{-1}$ for $J=0.01$ eV. The exponent is $-0.300/0.02585=-11.6$, and $w=1.4\times10^7$ s$^{-1}$.

The prefactor is 0.087 of the vibration frequency $\omega/2\pi$, so even a vibration that reaches the crossing seldom transfers the electron, as the golden rule requires. A Landau-Zener estimate with repeated crossings lowers the rate by about 13% at this coupling, but it assumes classical nuclei, whereas here $\hbar\omega$ exceeds both $J$ and $k_BT$. With quantum motion along $s$ and no return after a hop, the rate departs from $J^2$ scaling by less than 1% at this coupling. The prefactor scales as $J^2$. At $J=0.05$ eV the same ratio would be $25\times0.087\approx2.2$, and the classical picture of rare transfer at the crossing would fail. With quantum motion along $s$, much of the transfer at 300 K occurs by tunnelling, and the rate at this coupling lies roughly 15% above the golden rule taken with quantum overlaps.

For a field $\mathcal E$ along a row of sites with spacing $a$, the energy offset is $\mp e\mathcal Ea$ for forward and backward hops. Replacing $\lambda/4$ by $(\lambda+\Delta)^2/(4\lambda)$ gives $d\ln w/d\Delta=-1/(2k_BT)$ at $\Delta=0$, so $w_\pm\approx w[1\pm e\mathcal Ea/(2k_BT)]$. The drift velocity is $a(w_+-w_-)=ea^2w\mathcal E/(k_BT)$, and

$$\mu=\frac{ea^2w}{k_BT}.$$

This assumes few carriers, uncorrelated hops and no disorder. With $a=0.38$ nm,

$$\mu=\frac{(3.8\times10^{-8}\,{\rm cm})^2\times1.395\times10^7\,{\rm s^{-1}}}{0.02585\ {\rm V}}=7.8\times10^{-7}\ {\rm cm^2/Vs}.$$

## Nuclear tunnelling and the Arrhenius slope

The slope of an Arrhenius plot, $-d\ln w/d(1/k_BT)$, is not the barrier. In the classical formula the factor $T^{-1/2}$ changes it to $\lambda/4-k_BT/2$, which is 0.287 eV at 300 K.

Tunnelling has a larger effect. At zero temperature the squared overlap of the two vibrational ground states is $e^{-\lambda/\hbar\omega}$: the ground-state variance of $s$ is $\sigma_0^2=\hbar\omega/(4\lambda)$, and two such Gaussian wavefunctions one unit apart overlap by $e^{-1/(8\sigma_0^2)}=e^{-\lambda/2\hbar\omega}$. This is small but finite, whereas the classical rate vanishes on cooling. The slope must therefore fall below the classical one at low temperature.

For an estimate at working temperatures, the explicit overlaps between levels of equal energy were summed with thermal weights. With a single frequency $F$ is a set of sharp lines, so each resonance was spread over one quantum $\hbar\omega$, as a broad distribution of mode frequencies would do. Distributing $\lambda$ over modes with a Gaussian spread of 20% to 30% of $\omega$ gives a quantum/classical ratio of about 6 at 300 K. If the Gaussian instead describes the contributions $\lambda_j/\hbar\omega_j$ at fixed total $\lambda$, more of $\lambda$ sits in stiff modes and the ratio is 6.7 to 7.8. A narrower spread keeps more weight on the resonance, and 10% gives between 8 and 9. At 3000 K, used only as a test of the classical limit, the result agrees with the classical rate within 2%. At $J=0.01$ eV:

| $T$ (K) | Rate, quantum/classical | Classical slope (eV) | Quantum slope (eV) |
|---|---|---|---|
| 300 | 5.8 | 0.287 | 0.170 |
| 450 | 1.8 | 0.281 | 0.218 |

At room temperature the mobility estimate rises to $4.5\times10^{-6}$ cm$^2$/Vs. Four times the quantum slope is 0.68 eV, far from the vertical energy of 1.20 eV, although the potential barrier in this model is still 0.30 eV. The slopes above are those of $w$; a mobility varies as $w/T$, and its slope is lower by a further $k_BT$, 0.026 eV at 300 K. A measured slope well below one quarter of the optical energy is thus no proof of strong coupling.

## Comparison with real films

Disordered tungsten-oxide films containing W$^{5+}$ show a broad near-infrared band at roughly 1 eV or somewhat above, so $\lambda=1.2$ eV lies in a realistic range. This agreement reflects the choice of $d$, since $\lambda\propto d^2$, and is not a prediction. The hop distance is close to the spacing of corner-sharing tungsten atoms, whereas the worked example neglects sharing. With each oxygen held by two bonds of the same stiffness and the tungsten at rest, $\hbar\omega$ would be $\sqrt2\times0.0723=0.102$ eV. The coupling of 0.01 eV was chosen small to satisfy the premise and may be well below that of corner-sharing sites; at 0.10 eV the barrier drops by 0.09 eV for an isolated pair and by about 0.12 eV on a square net, while on a cubic net this coupling is already close to the value at which the extended state becomes the lower one. Disorder breaks the identity of the sites, and an uphill offset of 0.10 eV adds 0.05 eV. The single mode of 0.072 eV fixes the tunnelling factor only roughly, and the error can have either sign. Slower modes are more nearly classical: with half of $\lambda$ moved to a mode of 0.020 eV, the factor at 300 K falls to about 2.6. Stiffer modes act the other way: a single mode of 0.10 eV, near W-O stretching energies, raises it to about 20. The mobility is therefore a model value, not a film specification. Crystalline films with extended carriers fall outside the model.

## Implementation notes

- **Energies from electronic structure.** Compute the B-localized state at the minimum of the A-localized state and again at its own minimum; the difference is $\lambda$. If the geometry comes from an unconstrained relaxation on the lower surface, the difference is about $\lambda-2J^2/\lambda$, or 1.18 eV at $J=0.10$ eV. If only the one-site relaxation energy $E_1=\tfrac12f_A^TK^{-1}f_A$ is available, expanding $\lambda=\tfrac12(f_B-f_A)^TK^{-1}(f_B-f_A)$ for identical sites gives $\lambda=2E_1-f_A^TK^{-1}f_B$. Doubling $E_1$ is therefore correct only if the cross term vanishes, as in the two-site example; sites that share an oxygen atom generally have a nonzero cross term.
- **Rate routines.** A routine that takes $\lambda$ already contains the quarter in its exponent. Passing it $\lambda/4$ would make the barrier $\lambda/16$.
- **Coupling.** The barrier on the lower surface is $(\lambda-2J)^2/(4\lambda)$ for an isolated pair with $\Delta=0$. Further neighbours lower it, and with an offset it must be found from the lower eigenvalue: at $J=0.10$ eV it is 0.260 eV for $\Delta=+0.10$ eV and 0.162 eV for $\Delta=-0.10$ eV. Do not pair it with the golden-rule prefactor, which belongs to the limit of small $J$. For classical nuclei, $\hbar\omega\ll k_BT$, the premise of the golden rule fails when the ratio of that prefactor to $\omega/2\pi$ approaches one. For the stiff mode used here, the golden rule with quantum overlaps is still within about 7% at that point at 300 K.
- **Disorder.** Apply $\Delta$ separately to each directed hop, so that forward and reverse rates satisfy detailed balance.

The numerical output below lists the inputs and results at higher resolution.

## Numbers as computed

```
W-O bonds per site: 6
stiffness per bond: 2000 eV/nm^2
stiffness per site: 12000 eV/nm^2
bond change: 0.010 nm
hop distance: 0.38 nm
electronic coupling J: 0.010 eV
breathing quantum: 0.0723 eV
reorganization energy: 1.2000 eV
one-site relaxation energy: 0.6000 eV
vertical energy, numerical: 1.2000 eV
barrier at J -> 0, numerical: 0.3000 eV
vertical/barrier: 4.0000
vertical wavelength: 1033 nm
coupled-coordinate test ratio: 4.0000
J = 0.01 eV: vertical 1.2000 eV, barrier 0.2901 eV, ratio 4.137
J = 0.05 eV: vertical 1.2000 eV, barrier 0.2521 eV, ratio 4.760
J = 0.10 eV: vertical 1.2000 eV, barrier 0.2083 eV, ratio 5.760
site offset: 0.10 eV
vertical with offset: 1.3000 eV
barrier with offset: 0.3521 eV
ratio with offset: 3.692
occupied/empty stiffness: 0.80
ratio with unequal stiffness: 4.050
optical band mean at 300 K: 1.2000 eV
optical band standard deviation: 0.3131 eV
standard deviation, formula: 0.3131 eV
smoothing of absorption lines: 0.051 eV
absorption peak at 300 K: 1.081 eV
peak minus reorganization energy: -0.119 eV
thermal energy at 300 K: 0.02585 eV
classical rate at 300 K: 1.395e+07 1/s
rate with tunnelling at 300 K: 8.032e+07 1/s
tunnelling factor at 300 K: 5.76
classical Arrhenius slope at 300 K: 0.2871 eV
slope with tunnelling at 300 K: 0.1695 eV
thermal energy at 450 K: 0.03878 eV
classical rate at 450 K: 5.451e+08 1/s
rate with tunnelling at 450 K: 9.874e+08 1/s
tunnelling factor at 450 K: 1.81
classical Arrhenius slope at 450 K: 0.2806 eV
slope with tunnelling at 450 K: 0.2181 eV
golden-rule prefactor at 300 K: 1.529e+12 1/s
prefactor/vibration frequency: 0.087
classical mobility at 300 K: 7.792e-07 cm2/Vs
mobility with tunnelling at 300 K: 4.486e-06 cm2/Vs
```
